\section*{Why unequal work functions create no Schottky barrier between two metals}

\section*{Question}

In a via, the liner and the fill are different metals, and their work functions can differ by something like 1 eV. If I draw the band diagram as I would for a metal on an $n$-type semiconductor, electrons leave the low-work-function side, a depletion layer forms, and the remaining electrons face a barrier of about 1 eV. Does such a Schottky barrier add to the via resistance? If not, where does the 1 eV go, and how thick is the region that takes it up?

\section*{Answer}

Electrons do cross the contact, and a potential step does form. But the step is screened within a few tenths of a nanometre, and it is small compared with the Fermi energy of either metal. In a local-density (Thomas-Fermi) estimate, the transferred charge thins the surface of the low-work-function metal slightly but does not empty it, and the band bottom stays well below the Fermi level. Electron waves are still partly reflected at the contact, mostly for another reason, calculated below.

\subsection*{What has to be equalized}

Let metal A fill $x<0$ and metal B fill $x>0$, with $W_A<W_B$ and no gap or oxide between them. Each is a free-electron gas on a uniform positive background, with Fermi energy $E_i$ measured from its own band bottom and $kT\ll E_i$. I use round model parameters, not those of named metals:
\[
E_A=5\ \text{eV},\quad W_A=4.2\ \text{eV},\qquad E_B=9\ \text{eV},\quad W_B=5.2\ \text{eV}.
\]

Measured from a common vacuum level, the separate metals have electrochemical potentials $-W_A$ and $-W_B$. That of A is higher, so electrons flow from A to B. The transferred charge adds an electrostatic energy $v(x)$ per electron, which we set to zero deep in A. Flow stops when
\begin{equation}
-W_A+0=-W_B+v(+\infty)
\quad\Rightarrow\quad
v(+\infty)=W_B-W_A\equiv\Delta=1.0\ \text{eV}.
\end{equation}

This assumes that the surface dipoles contained in $W_A$ and $W_B$ survive contact unchanged. In a real interface they rearrange, and $\Delta$ is then a different number. The linear screening lengths found below do not depend on it.

\subsection*{The Thomas-Fermi layer}

Let $u$ be the departure of $v$ from its bulk value: $u=v$ in A and $u=v-\Delta$ in B. The electrochemical potential is flat, so the local kinetic energy at the Fermi level is $E_i-u$. Filling plane-wave states up to it gives
\begin{equation}
n=\frac{1}{3\pi^2}\left[\frac{2m(E_i-u)}{\hbar^2}\right]^{3/2}
=n_i\left(1-\frac{u}{E_i}\right)^{3/2}.
\end{equation}
The bulk densities are $n_A=50.8$ and $n_B=122.6\ \text{nm}^{-3}$.

The charge density is $\rho=e(n_i-n)$ and the electrostatic potential is $\phi=-v/e$. Poisson's equation $\phi''=-\rho/\varepsilon_0$ becomes
\begin{equation}
u''=\frac{e^2n_i}{\varepsilon_0}\left[1-\left(1-\frac{u}{E_i}\right)^{3/2}\right].
\label{eq:poisson}
\end{equation}
For $|u|\ll E_i$ the bracket is $3u/(2E_i)$, hence
\begin{equation}
u''=\frac{u}{\lambda_i^2},\qquad
\lambda_i^2=\frac{2\varepsilon_0E_i}{3e^2n_i}.
\end{equation}
With $\varepsilon_0/e^2=0.05526\ (\text{eV\,nm})^{-1}$,
\[
\lambda_A=\sqrt{\frac{2(0.05526)(5)}{3(50.77)}}\ \text{nm}=0.060\ \text{nm},
\qquad \lambda_B=0.052\ \text{nm}.
\]
Since $n_i\propto E_i^{3/2}$, $\lambda_i\propto E_i^{-1/4}$: the length varies slowly from one metal to another.

The solutions that vanish in the bulk are $u=u_Ae^{x/\lambda_A}$ and $u=u_Be^{-x/\lambda_B}$. Continuity of $v$ at $x=0$ requires $u_A=u_B+\Delta$. Continuity of the field requires $u_A/\lambda_A=-u_B/\lambda_B$. Substituting $u_B=-u_A\lambda_B/\lambda_A$ in the first condition gives
\begin{equation}
u_A=\frac{\lambda_A\Delta}{\lambda_A+\lambda_B}=0.54\ \text{eV},\qquad
u_B=-\frac{\lambda_B\Delta}{\lambda_A+\lambda_B}=-0.46\ \text{eV}.
\end{equation}

Within this local-density model, integrating Poisson's equation over A gives the electrons lost per area,
\begin{equation}
N=\int_{-\infty}^{0}(n_A-n)\,dx=\frac{\varepsilon_0}{e^2}v'(0)
=\frac{\varepsilon_0\Delta}{e^2(\lambda_A+\lambda_B)}
=\frac{0.05526}{0.1122}\ \text{nm}^{-2}=0.49\ \text{nm}^{-2}.
\end{equation}
The central 95\% of the potential step, from $0.025\Delta$ to $0.975\Delta$, occupies 0.34 nm.

\subsection*{Could a larger step empty the surface?}

This needs the nonlinear equation. Multiply \eqref{eq:poisson} by $u'$ and integrate from the bulk, where $u=u'=0$:
\begin{equation}
\frac{u'^2}{2}=\frac{e^2}{\varepsilon_0}G_i(u),\qquad
G_i(u)=n_i\left\{u+\frac{2E_i}{5}\left[\left(1-\frac{u}{E_i}\right)^{5/2}-1\right]\right\}.
\end{equation}
Equal fields at the contact mean $G_A(u_A)=G_B(u_A-\Delta)$. The root is $u_A=0.540$ eV, and a grid solution of \eqref{eq:poisson} gives the same value. In this local-density model the density at the contact is 0.84 of the bulk value on side A and 1.08 on side B. These values imply a jump in density at $x=0$, which electron waves do not allow: their density is continuous, and they spill from the denser metal B into the surface of A. The two numbers, like the transfer $N$ above, therefore describe the model's response to the potential, not the actual density profile. The spill runs opposite to the transfer and can outweigh it, so the model does not settle even the sign of the net charge on each side of $x=0$.

The surface of A empties when $u_A=E_A$. Because the field has one sign at the contact, $u_A>0$ and $u_B<0$, so $u_A=\Delta+u_B<\Delta$. Thus, within this model, $\Delta<E_A$ is enough to rule out emptying. The threshold itself follows from
\[
G_B(u_B)=G_A(E_A)=\tfrac35 n_AE_A,\qquad \Delta_c=E_A-u_B=8.74\ \text{eV}.
\]
Grid solutions 2\% below and 2\% above this value fall on the two expected sides of the threshold. The present step of 1 eV is far below it.

\subsection*{Why the semiconductor picture does not carry over}

Take a semiconductor with donor density $N_D=10^{18}\ \text{cm}^{-3}=10^{-3}\ \text{nm}^{-3}$, permittivity $\varepsilon=12\varepsilon_0$, surface band bending $u_0=0.5$ eV and $T=300$ K. Assume fully ionized donors and Boltzmann statistics, $n=N_De^{-u/kT}$. Poisson's equation and its first integral are
\begin{align}
u''&=\frac{e^2N_D}{\varepsilon}\left(1-e^{-u/kT}\right),\\
\frac{u'^2}{2}&=\frac{e^2N_D}{\varepsilon}\left[u-kT\left(1-e^{-u/kT}\right)\right].
\end{align}
At the surface $e^{-u_0/kT}=4\times10^{-9}$, which can be dropped. The missing electrons per area, divided by $N_D$, define a depletion width:
\begin{equation}
w=\frac{\varepsilon|u'(0)|}{e^2N_D}
=\sqrt{\frac{2\varepsilon(u_0-kT)}{e^2N_D}}
=\sqrt{\frac{2(12)(0.05526)(0.474)}{10^{-3}}}\ \text{nm}=25\ \text{nm}.
\end{equation}

The electrostatics is the same; the electron gas is not. In the semiconductor the carriers occupy an energy range of order $kT=0.026$ eV, and a bending of 0.5 eV lifts the band edge far above that range. In metal A the occupied range is 5 eV deep, and a bending of 0.54 eV leaves the band bottom 4.46 eV below the Fermi level. The metal also has about $5\times10^4$ times more electrons per volume to supply the screening charge.

\subsection*{What an electron at the Fermi level encounters}

This section and the next use the Thomas-Fermi profile. Relative to the common Fermi level, the band bottom is $-E_A+u$ in A and $-E_B+u$ in B. At $x=0$ it drops from $-4.46$ to $-9.46$ eV. This abrupt drop of $(E_B+W_B)-(E_A+W_A)=5.0$ eV is the offset between the band bottoms of the separate metals, measured from a common vacuum level. It includes their surface dipoles, which the model keeps fixed; $v$ itself is continuous.

A planar contact conserves the parallel wavevector $k_\parallel$. Put $s=k_\parallel^2/k_A^2$, where $k_A$ is the Fermi wavevector of A. The kinetic energy of motion along $x$ is then $E_A(1-s)-u$ in A. At normal incidence, $s=0$, it is positive everywhere. Near grazing incidence, for $s>1-u_A/E_A=0.89$, it becomes negative in a thin sliver next to the contact. These electrons must tunnel, but the largest decay constant is
\[
\kappa=\sqrt{2mu_A}/\hbar=\sqrt{0.540/0.0381}\ \text{nm}^{-1}=3.8\ \text{nm}^{-1},
\]
and it falls off away from the contact. Even at $s=1$, where the sliver is widest, $\int\kappa(x)\,dx\approx2\kappa\lambda_A\approx0.45$, so the sliver is far from opaque.

Now remove the screening layer and keep only the difference in band depth. With wavenumbers $k_1$ and $k_2$ along $x$ in A and B, matching $\psi$ and $\psi'$ gives $1+r=t$ and $k_1(1-r)=k_2t$. Hence $t=2k_1/(k_1+k_2)$, and the transmitted fraction of the current is
\begin{equation}
T=\frac{k_2}{k_1}t^2=\frac{4k_1k_2}{(k_1+k_2)^2}.
\end{equation}
At normal incidence $k_2/k_1=\sqrt{9/5}=1.342$, so $T=4(1.342)/(2.342)^2=0.979$.

To restore the layer, cut the profile into slices of thickness $h$ and constant potential. Let $r_{j+1}$ be the reflection amplitude at the right edge of slice $j+1$; referred to its left edge it is $\tilde r=r_{j+1}e^{2ik_{j+1}h}$. Matching at that left edge gives
\begin{equation}
\frac{1-r_j}{1+r_j}=\frac{k_{j+1}}{k_j}\,\frac{1-\tilde r}{1+\tilde r}
\ \Rightarrow\
r_j=\frac{\rho_j+\tilde r}{1+\rho_j\tilde r},\qquad
\rho_j=\frac{k_j-k_{j+1}}{k_j+k_{j+1}}.
\end{equation}
Start with no reflected wave in bulk B and work back to bulk A, where $T=1-|r|^2$. At normal incidence the result is 0.970. Direct integration of the Schr\"odinger equation agrees within 0.001, both there and at $s=0.9$, where the tunnelling sliver is present.

\subsection*{The resistance}

Each spin and each $k_\parallel$ contributes $(e^2/h)T$ to the conductance. A has the smaller Fermi disk, so it limits the number of channels:
\begin{equation}
\frac{\mathcal G}{S}=\frac{2e^2}{h}\int\frac{d^2k_\parallel}{(2\pi)^2}\,T
=\frac{2e^2}{h}\,\frac{k_A^2}{4\pi}\,\langle T\rangle,\qquad
\langle T\rangle=\int_0^1T(s)\,ds,
\end{equation}
because $d^2k_\parallel=\pi\,d(k_\parallel^2)=\pi k_A^2\,ds$. Here $\mathcal G$ is the conductance and $S$ the contact area.

For $\langle T\rangle=1$ the resistance-area product is the Sharvin value of A, $1.24\ \text{f}\Omega\,\text{m}^2$. It reflects the finite number of channels and is present without any interface. The two profiles give:
\begin{itemize}
\item band step alone: $\langle T\rangle=0.896$, so $1.236/0.896=1.38\ \text{f}\Omega\,\text{m}^2$;
\item band step with screening layer: $\langle T\rangle=0.874$, so $1.236/0.874=1.41\ \text{f}\Omega\,\text{m}^2$.
\end{itemize}
Adding the Thomas-Fermi layer raises the ballistic resistance by about 2.5\% relative to the band step alone. Both the size and the sign of this small correction depend on the shape of the profile. Electron waves change the height of the hump in A, and a band offset that is rounded instead of abrupt reflects less than the sharp step does. A self-consistent wave profile can therefore put the resistance about 5\% above or about 4\% below the band-step value, roughly 1.32 to $1.45\ \text{f}\Omega\,\text{m}^2$, so the last digit of 1.41 is not significant. The 2.5\% is measured against a total that is mostly Sharvin resistance. Of the excess over the Sharvin value, $0.18\ \text{f}\Omega\,\text{m}^2$ with the Thomas-Fermi profile, about four fifths comes from the mismatch in band depth and about one fifth from the layer. For a contact of $20\ \text{nm}\times20\ \text{nm}$ the total is
\[
\frac{1.41\times10^{-15}\ \Omega\,\text{m}^2}{4.00\times10^{-16}\ \text{m}^2}=3.5\ \Omega .
\]
This is a two-terminal value between ideal reservoirs. It should not simply be added to the diffusive resistance of the line, since it includes the Sharvin part.

\subsection*{Is Thomas-Fermi theory trustworthy at 0.06 nm?}

Not in detail. The Fermi wavelengths are 0.55 and 0.41 nm, longer than $\lambda_i$, so a local density law is being used outside its safe range. A check is possible for a small step inside one uniform metal, using the linear response of free electron waves.

Let $p(q)$ be a Fourier component of the total potential energy. First-order perturbation theory, with both spins and both signs of $q$ included, gives
\begin{equation}
\delta n(q)=-4p(q)\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,
\frac{2m/\hbar^2}{q^2+2\mathbf k\cdot\mathbf q},
\end{equation}
as a principal value. The angular integral is $(2kq)^{-1}L(k)$ with $L(k)=\ln|(2k+q)/(2k-q)|$. The radial one is
\[
\int_0^{k_F}kL(k)\,dk=\left(\frac{k_F^2}{2}-\frac{q^2}{8}\right)L(k_F)+\frac{qk_F}{2},
\]
as differentiation with respect to $k_F$ confirms. With $z=q/2k_F$ the result is
\begin{equation}
\delta n=-\frac{mk_F}{\pi^2\hbar^2}F(z)\,p,\qquad
F(z)=\frac12+\frac{1-z^2}{4z}\ln\left|\frac{1+z}{1-z}\right|.
\end{equation}
The prefactor is the density of states $dn/dE=3n/(2E_F)=\varepsilon_0/(e^2\lambda^2)$, and Thomas-Fermi theory is $F=1$.

Write $p=b+v$, where $b$ is a fixed step, antisymmetric about $x=0$. Poisson's equation, $q^2v=(e^2/\varepsilon_0)\,\delta n=-(F/\lambda^2)(b+v)$, gives $p=b\,q^2/(q^2+F/\lambda^2)$. Since $\operatorname{sgn}x=(2/\pi)\int_0^\infty dq\,\sin(qx)/q$, the unscreened fraction at distance $x>0$ is
\begin{equation}
R(x)=\frac{2}{\pi}\int_0^\infty\frac{q\sin(qx)}{q^2+F/\lambda^2}\,dq,
\end{equation}
which reduces to $e^{-x/\lambda}$ for $F=1$.

With the full $F$, $|R|$ stays below 5\% beyond about 0.16 nm for the electron gas of A and 0.14 nm for that of B. Thomas-Fermi theory gives 0.18 and 0.16 nm. The wave response also overshoots: $R$ changes sign, the mark of Friedel oscillations. Between 0.5 and 2 nm, the largest $|R|$ is about 0.2\% in A and 0.1\% in B. The profile changes, but the subnanometre scale survives. This check omits exchange and correlation in the response, and it does not treat the junction of two different metals.

\subsection*{When the conclusion fails}

An oxide or a gap at the interface is a tunnel barrier in its own right, and the calculation above does not describe it. A semimetal, with a small Fermi energy, can violate $\Delta<E_F$, and emptying is then no longer excluded. Disorder, intermixing and the real shapes of the Fermi surfaces can change the interface resistance substantially; none of them is in this free-electron estimate. The values used here are listed in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Fermi energy A: 5.0 eV
Fermi energy B: 9.0 eV
work function A: 4.2 eV
work function B: 5.2 eV
step delta: 1.0 eV
eps0/e^2: 0.055263 1/(eV nm)
hbar^2/2m: 0.038100 eV nm^2
density A: 50.77 nm^-3
density B: 122.62 nm^-3
screening length A: 0.0602 nm
screening length B: 0.0520 nm
sum of screening lengths: 0.1122 nm
Fermi wavelength A: 0.548 nm
Fermi wavelength B: 0.409 nm
u_A linear: 0.5367 eV
u_B linear: -0.4633 eV
u_A nonlinear: 0.5400 eV
u_B nonlinear: -0.4600 eV
u_A from grid: 0.5400 eV
transferred electrons, linear: 0.4924 nm^-2
transferred electrons, nonlinear: 0.4909 nm^-2
transferred electrons, grid: 0.4909 nm^-2
surface density A / bulk A: 0.8425
surface density B / bulk B: 1.0776
band bottom of A at contact minus Fermi level: -4.460 eV
width holding central 95% of step: 0.337 nm
critical step that empties surface of A: 8.74 eV
semiconductor donor density: 1.0e+18 cm^-3
semiconductor relative permittivity: 12.0
semiconductor band bending: 0.50 eV
temperature: 300 K
thermal energy: 0.02585 eV
semiconductor depletion width, formula: 25.08 nm
semiconductor depletion width, grid: 25.08 nm
semiconductor surface density / bulk: 3.98e-09
Lindhard: last distance above 5%, A: 0.155 nm
Lindhard: last distance above 5%, B: 0.140 nm
Thomas-Fermi: 5% distance, A: 0.180 nm
Thomas-Fermi: 5% distance, B: 0.156 nm
Lindhard: largest rest past 0.5 nm, A: 0.204 %
Lindhard: largest rest past 0.5 nm, B: 0.103 %
normal transmission, with layer: 0.9703
normal transmission, bare band step: 0.9787
disk-averaged transmission, with layer: 0.8736
disk-averaged transmission, bare step: 0.8956
Sharvin resistance-area of A: 1.2359 fohm m^2
contact resistance-area: 1.4146 fohm m^2
contact area: 400 nm^2
ballistic contact resistance: 3.537 ohm
\end{verbatim}
